# Averaged Specularity in a Film with One Specular and One Diffuse Surface: a numerical check

```python
"""
Result under test: a thin metal film with one specular and one diffuse surface
has conductivity sigma(1,0). Giving both surfaces specularity 1/2 yields
sigma(1/2,1/2). The ratio R = sigma(1/2,1/2)/sigma(1,0) obeys 1 < R < 3/2 and
tends to 3/2, logarithmically slowly, as kappa = d/lambda -> 0.

Symbols: d thickness, lambda bulk mean free path, kappa = d/lambda,
p, q specularities of the two surfaces, u = |cos(angle to the film normal)|,
x = kappa/u, sigma0 bulk conductivity. Conductivities are in units of sigma0
unless a unit is printed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

GL_X, GL_W = np.polynomial.legendre.leggauss(12)


def mode_factor(x, p, q):
    """Drift of electrons at one angle, relative to bulk, averaged over the film."""
    w = np.exp(-x)
    amplitude_sum = (2 - p - q + (p + q - 2*p*q)*w) / (1 - p*q*w**2)
    return 1 + np.expm1(-x)*amplitude_sum/(2*x)


def film(kappa, p, q):
    """sigma/sigma0 by quadrature over u = exp(-y); p, q numbers or functions of u."""
    y_max = max(np.log(1/kappa), 0) + 35
    edges = np.linspace(0, y_max, int(2*y_max) + 1)
    half = np.diff(edges)/2
    y = ((edges[:-1] + half)[:, None] + half[:, None]*GL_X).ravel()
    weight = (half[:, None]*GL_W).ravel()
    u = np.exp(-y)
    p_u = p(u) if callable(p) else p
    q_u = q(u) if callable(q) else q
    return 1.5*np.sum(weight*u*(1 - u**2)*mode_factor(kappa/u, p_u, q_u))


def ratio(kappa):
    return film(kappa, 0.5, 0.5)/film(kappa, 1.0, 0.0)


# --- Test 1: Boltzmann boundary-value problem solved on a grid ---------------
def film_from_grid(kappa, p, q, cells=200):
    h = kappa/cells
    nodes, weights = np.polynomial.legendre.leggauss(24)
    total = 0.0
    i = np.arange(cells)
    size = cells + 1
    for u, wt in zip((nodes + 1)/2, weights/2):
        matrix = np.zeros((2*size, 2*size))
        rhs = np.ones(2*size)
        matrix[i, i] = -u/h + 0.5            # electrons moving up
        matrix[i, i + 1] = u/h + 0.5
        matrix[cells + i, size + i] = u/h + 0.5   # electrons moving down
        matrix[cells + i, size + i + 1] = -u/h + 0.5
        matrix[2*cells, 0], matrix[2*cells, size] = 1, -p
        matrix[2*cells + 1, 2*size - 1], matrix[2*cells + 1, cells] = 1, -q
        rhs[2*cells:] = 0
        phi = np.linalg.solve(matrix, rhs)
        up, down = phi[:size], phi[size:]
        mean = (np.mean(up[1:] + up[:-1]) + np.mean(down[1:] + down[:-1]))/4
        total += wt*1.5*(1 - u**2)*mean
    return total


grid_error = 0.0
for p, q in [(1.0, 0.0), (0.5, 0.5), (0.3, 0.8)]:
    grid_error = max(grid_error, abs(film_from_grid(0.5, p, q) - film(0.5, p, q)))
assert grid_error < 1e-4   # discretization error of the grid


# --- Test 2: random trajectories, conductivity and chain statistics ----------
rng = np.random.default_rng(12345)
SAMPLES = 400_000


def specular_count(first_surface, specularities):
    """Number of specular reflections before the first diffuse one."""
    surface = first_surface.copy()
    alive = np.ones(surface.size, dtype=bool)
    count = np.zeros(surface.size)
    while alive.any():
        alive = alive & (rng.random(surface.size) < specularities[surface])
        count += alive
        surface = 1 - surface
    return count


def trajectories(kappa, p, q):
    spec = np.array([p, q])
    u = 1 - rng.random(SAMPLES)
    fraction = rng.random(SAMPLES)     # part of the present crossing already done
    behind = rng.integers(0, 2, SAMPLES)
    back = specular_count(behind, spec)
    ahead = specular_count(1 - behind, spec)
    drift = 1.5*(1 - u**2)*(-np.expm1(-(fraction + back)*kappa/u))
    return drift.mean(), drift.std()/np.sqrt(SAMPLES), np.mean(back + ahead + 1)


mc_mixed, err_mixed, chain_mixed = trajectories(0.1, 1.0, 0.0)
mc_half, err_half, chain_half = trajectories(0.1, 0.5, 0.5)
assert abs(mc_mixed - film(0.1, 1, 0)) < 5*err_mixed
assert abs(mc_half - film(0.1, 0.5, 0.5)) < 5*err_half
assert abs(chain_mixed - 2) < 1e-12 and abs(chain_half - 3) < 0.02
# crossings made after a diffuse emission
m_half = 1 + specular_count(rng.integers(0, 2, SAMPLES), np.array([0.5, 0.5]))
m_mixed = 1 + specular_count(np.zeros(SAMPLES, dtype=int), np.array([1.0, 0.0]))
assert abs(m_half.mean() - 2) < 0.02 and abs(m_mixed.mean() - 2) < 1e-12
assert abs(np.mean(m_half**2)/m_half.mean() - chain_half) < 0.05


# --- Test 3: reduction to fully diffuse films of thickness n*d ---------------
def diffuse_film(kappa):
    return 1 - 1.5/kappa*(0.25 - expn(3, kappa) + expn(5, kappa))


n = np.arange(1, 101)
chain_weight = n/2.0**(n + 1)
for kappa in (0.01, 0.1, 1.0):
    assert abs(film(kappa, 1, 0) - diffuse_film(2*kappa)) < 1e-9
    assert abs(film(kappa, 0.5, 0.5) - np.sum(chain_weight*diffuse_film(n*kappa))) < 1e-9

# --- Test 4: bounds, monotonic approach, thin and thick limits ---------------
x_grid = np.logspace(-4, 1, 200)
mode_ratio = mode_factor(x_grid, 0.5, 0.5)/mode_factor(x_grid, 1.0, 0.0)
assert np.all(mode_ratio > 1) and np.all(mode_ratio < 1.5)
ratios = np.array([ratio(k) for k in np.logspace(-8, 0.5, 50)])
assert np.all(ratios > 1) and np.all(ratios < 1.5) and np.all(np.diff(ratios) < 0)

b_const = np.sum(n**2*np.log(n)/(6*2.0**n))


def thin_ratio(kappa):
    base = np.log(1/kappa) + 1 - np.euler_gamma
    return 1.5*(base - b_const)/(base - np.log(2))


for kappa in (1e-3, 1e-5, 1e-8):
    # neglected terms are of order kappa; 1e-6 allows for rounding
    assert abs(ratio(kappa) - thin_ratio(kappa)) < 10*kappa + 1e-6
    lead = 0.75*kappa*(np.log(1/kappa) + 1 - np.euler_gamma)
    assert abs(film(kappa, 0, 0)/lead - 1) < kappa + 1e-6
for p, q in [(1.0, 0.0), (0.5, 0.5)]:
    assert abs(film(20.0, p, q) - (1 - 3/(16*20.0))) < 1e-8


def matching_specularity(kappa):
    target = film(kappa, 1, 0)
    return brentq(lambda s: film(kappa, s, s) - target, 0.0, 0.9)


p_match_thin = matching_specularity(1e-8)
assert 1/3 < p_match_thin < matching_specularity(0.1) < matching_specularity(3.0) < 0.5

# --- Worked example: rough values in the regime of copper at 300 K -----------
density = 8.5e28           # m^-3
mfp = 40.0                 # nm
thickness = 4.0            # nm
temperature = 300.0        # K
k_fermi = (3*np.pi**2*density)**(1/3)          # 1/m
v_fermi = const.hbar*k_fermi/const.m_e
e_fermi = (const.hbar*k_fermi)**2/(2*const.m_e)/const.e
sigma_bulk = density*const.e**2*mfp*1e-9/(const.hbar*k_fermi)   # S/m
rho_bulk = 1e8/sigma_bulk                      # micro-ohm cm
kappa_ex = thickness/mfp
s_mixed, s_half = film(kappa_ex, 1, 0), film(kappa_ex, 0.5, 0.5)
k_nm = k_fermi*1e-9


# Subband estimate: hard walls, fixed electron density, discrete u values
def subband_film(d_nm, mfp_nm, p, q):
    def levels(k):
        return np.arange(1, int(k*d_nm/np.pi) + 1)*np.pi/d_nm

    def excess(k):
        return np.sum(k**2 - levels(k)**2)/(2*np.pi*d_nm) - density*1e-27

    k = brentq(excess, k_nm, 1.5*k_nm)
    u = levels(k)/k
    share = (1 - u**2)/np.sum(1 - u**2)
    value = np.sum(share*mode_factor(d_nm/mfp_nm/u, p, q))*k_nm/k
    return value, len(u)


wide = subband_film(400.0, 400.0, 1.0, 0.0)[0]
assert abs(wide/film(1.0, 1, 0) - 1) < 0.01
q_mixed, subbands = subband_film(thickness, mfp, 1.0, 0.0)
q_half = subband_film(thickness, mfp, 0.5, 0.5)[0]
long_mfp = 4000.0
long_quantum = (subband_film(thickness, long_mfp, 0.5, 0.5)[0]
                / subband_film(thickness, long_mfp, 1.0, 0.0)[0])
very_long = (subband_film(thickness, 1e6, 0.5, 0.5)[0]
             / subband_film(thickness, 1e6, 1.0, 0.0)[0])
assert abs(very_long - 1.5) < 1e-3

# Grain boundaries: Mayadas-Shatzkes, grain size equal to thickness
grain_reflection = 0.3
alpha = mfp/thickness*grain_reflection/(1 - grain_reflection)
grain_factor = 3*quad(lambda c: c**3/(c + alpha), 0, 1)[0]
mfp_grain = mfp*grain_factor

# Angle-dependent specularity of the rough surface (Soffer, uncorrelated)
roughness = 0.3            # nm rms


def rough_specularity(u):
    return np.exp(-(2*k_nm*roughness*u)**2)


soffer_mixed = film(kappa_ex, 1.0, rough_specularity)
soffer_mean = film(kappa_ex, lambda u: (1 + rough_specularity(u))/2,
                   lambda u: (1 + rough_specularity(u))/2)

print("CHECKS")
print(f"largest grid-solution difference, kappa=0.5: {grid_error:.1e}")
print(f"trajectories kappa=0.1, (1,0): {mc_mixed:.4f} +- {err_mixed:.4f}")
print(f"trajectories kappa=0.1, (1/2,1/2): {mc_half:.4f} +- {err_half:.4f}")
print(f"mean crossings after emission (1,0), (1/2,1/2): {m_mixed.mean():.3f}, {m_half.mean():.3f}")
print(f"mean chain length of a random electron: {chain_mixed:.3f}, {chain_half:.3f}")
print(f"constant b: {b_const:.4f}; ln 2: {np.log(2):.4f}; 1-gamma: {1-np.euler_gamma:.4f}")
print("TABLE kappa, sigma(1,0)/sigma0, sigma(1/2,1/2)/sigma0, R, thin-limit R")
for kappa in (10, 1, 0.1, 1e-2, 1e-3, 1e-4, 1e-6, 1e-8):
    thin = f"{thin_ratio(kappa):.4f}" if kappa <= 0.01 else "-"
    print(f"{kappa:7.0e} {film(kappa,1,0):.4e} {film(kappa,.5,.5):.4e} {ratio(kappa):.4f} {thin}")
for goal in (1.40, 1.45):
    k_goal = 10**brentq(lambda s: ratio(10**s) - goal, -9.5, -1)
    print(f"R={goal:.2f} needs kappa={k_goal:.2e}, d={k_goal*mfp:.2e} nm at lambda={mfp:.0f} nm")
print(f"matching equal specularity at kappa=1e-8: {p_match_thin:.4f}")
print("EXAMPLE (rough copper-like values)")
print(f"density: {density*1e-6:.2e} cm^-3; lambda: {mfp:.1f} nm; d: {thickness:.1f} nm")
print(f"kappa: {kappa_ex:.3f}; k_F: {k_nm:.2f} 1/nm; E_F: {e_fermi:.2f} eV")
print(f"v_F: {v_fermi*100:.3e} cm/s; tau: {mfp*1e-9/v_fermi*1e15:.1f} fs")
print(f"sigma0 (Gaussian): {sigma_bulk/(4*np.pi*const.epsilon_0):.3e} 1/s")
print(f"bulk resistivity: {rho_bulk:.3f} micro-ohm cm")
print(f"sigma/sigma0 (1,0): {s_mixed:.4f}; (1/2,1/2): {s_half:.4f}")
print(f"resistivity (1,0): {rho_bulk/s_mixed:.3f} micro-ohm cm")
print(f"resistivity (1/2,1/2): {rho_bulk/s_half:.3f} micro-ohm cm")
print(f"R: {s_half/s_mixed:.4f}; conductivity overestimate: {100*(s_half/s_mixed-1):.1f} %")
print(f"matching equal specularity: {matching_specularity(kappa_ex):.4f}")
print("NEGLECTED EFFECTS")
print(f"occupied subbands: {subbands}; smallest u, bulk k_F: {np.pi/(k_nm*thickness):.4f}")
print(f"subband sigma/sigma0 (1,0), (1/2,1/2): {q_mixed:.4f}, {q_half:.4f}; R: {q_half/q_mixed:.4f}")
print(f"lambda={long_mfp:.0f} nm, d={thickness:.0f} nm: R={ratio(thickness/long_mfp):.4f}, "
      f"with subbands {long_quantum:.4f}")
print(f"grain reflection: {grain_reflection:.2f}; grain size: {thickness:.1f} nm; alpha: {alpha:.3f}")
print(f"grain-limited sigma/sigma0 without surfaces: {grain_factor:.4f}")
print(f"effective lambda with grains: {mfp_grain:.2f} nm; R: {ratio(thickness/mfp_grain):.4f}")
print(f"roughness: {roughness:.2f} nm rms; rough-surface specularity at u=0.1: {rough_specularity(0.1):.3f}")
print(f"Soffer sigma/sigma0, true and averaged: {soffer_mixed:.4f}, {soffer_mean:.4f}; "
      f"R: {soffer_mean/soffer_mixed:.4f}")
print(f"kT/E_F at {temperature:.0f} K: {const.k*temperature/const.e/e_fermi:.5f}")
print(f"R for lambda 20% shorter, longer: {ratio(kappa_ex/0.8):.4f}, {ratio(kappa_ex/1.2):.4f}")
print("OK")
```

It prints:

```
CHECKS
largest grid-solution difference, kappa=0.5: 2.3e-07
trajectories kappa=0.1, (1,0): 0.3232 +- 0.0006
trajectories kappa=0.1, (1/2,1/2): 0.3762 +- 0.0007
mean crossings after emission (1,0), (1/2,1/2): 2.000, 2.000
mean chain length of a random electron: 2.000, 3.000
constant b: 1.2959; ln 2: 0.6931; 1-gamma: 0.4228
TABLE kappa, sigma(1,0)/sigma0, sigma(1/2,1/2)/sigma0, R, thin-limit R
  1e+01 9.8125e-01 9.8125e-01 1.0000 -
  1e+00 8.1911e-01 8.2911e-01 1.0122 -
  1e-01 3.2301e-01 3.7479e-01 1.1603 -
  1e-02 6.5219e-02 8.4600e-02 1.2972 1.2914
  1e-03 9.9581e-03 1.3584e-02 1.3642 1.3638
  1e-04 1.3410e-03 1.8759e-03 1.3989 1.3989
  1e-06 2.0318e-05 2.9120e-05 1.4333 1.4333
  1e-08 2.7225e-07 3.9482e-07 1.4502 1.4502
R=1.40 needs kappa=9.06e-05, d=3.62e-03 nm at lambda=40 nm
R=1.45 needs kappa=1.07e-08, d=4.28e-07 nm at lambda=40 nm
matching equal specularity at kappa=1e-8: 0.3376
EXAMPLE (rough copper-like values)
density: 8.50e+22 cm^-3; lambda: 40.0 nm; d: 4.0 nm
kappa: 0.100; k_F: 13.60 1/nm; E_F: 7.05 eV
v_F: 1.575e+08 cm/s; tau: 25.4 fs
sigma0 (Gaussian): 5.468e+17 1/s
bulk resistivity: 1.644 micro-ohm cm
sigma/sigma0 (1,0): 0.3230; (1/2,1/2): 0.3748
resistivity (1,0): 5.088 micro-ohm cm
resistivity (1/2,1/2): 4.385 micro-ohm cm
R: 1.1603; conductivity overestimate: 16.0 %
matching equal specularity: 0.3825
NEGLECTED EFFECTS
occupied subbands: 17; smallest u, bulk k_F: 0.0577
subband sigma/sigma0 (1,0), (1/2,1/2): 0.2906, 0.3440; R: 1.1837
lambda=4000 nm, d=4 nm: R=1.3642, with subbands 1.4896
grain reflection: 0.30; grain size: 4.0 nm; alpha: 4.286
grain-limited sigma/sigma0 without surfaces: 0.1476
effective lambda with grains: 5.91 nm; R: 1.0261
roughness: 0.30 nm rms; rough-surface specularity at u=0.1: 0.514
Soffer sigma/sigma0, true and averaged: 0.3650, 0.4116; R: 1.1276
kT/E_F at 300 K: 0.00367
R for lambda 20% shorter, longer: 1.1429, 1.1742
OK
```
